# Photon propagator near a conducting plane and the image energy

## Problem

A perfect conductor fills the region $z\le 0$, and the electromagnetic field lives in $z>0$. The surface is an infinite plane at zero potential. Use $\hbar=c=1$, Heaviside-Lorentz charges with $\alpha=e^2/4\pi$, and the metric $g=\mathrm{diag}(1,-1,-1,-1)$.

(a) Write the free Feynman-gauge photon propagator in position space.

(b) Construct the propagator in $z>0$ by images, and verify that it describes the Maxwell field with the correct boundary conditions.

(c) A point charge $Q=\pm e$ is held fixed at height $z$. Show from the propagator that its energy, relative to the same charge infinitely far from the plane, is $-\alpha/(4z)$.

(d) Confirm the result without images, and explain why it is half the energy of two real charges $\pm e$ a distance $2z$ apart.

(e) Evaluate the energy and the force for $z=10$ nm. How does the plane change the interaction of two charges?

## Solution

### (a) The free propagator

The starting point is
$$
\langle T A_\mu(x)A_\nu(0)\rangle=-i g_{\mu\nu}\int\frac{d^4k}{(2\pi)^4}\,\frac{e^{-ik\cdot x}}{k^2+i\varepsilon}.
$$
Let $x=(t,\mathbf r)$, $r=|\mathbf r|$ and $\omega=|\mathbf k|$. For $t>0$ the $k^0$ contour closes in the lower half-plane around the pole at $\omega-i\varepsilon$; for $t<0$ it closes in the upper one. Both cases give
$$
\int\frac{dk^0}{2\pi}\frac{e^{-ik^0t}}{(k^0)^2-\omega^2+i\varepsilon}=-\frac{i}{2\omega}e^{-i\omega|t|}.
$$
Since $(-i)(-i)=-1$, the propagator is $-g_{\mu\nu}$ times
$$
\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r-i\omega|t|}}{2\omega}
=\frac{1}{4\pi^2r}\int_0^\infty d\omega\,\sin(\omega r)\,e^{-i\omega(|t|-i\delta)},
$$
where the angular integral has been done and a small $\delta>0$ makes the rest converge. With $\int_0^\infty\sin(\omega r)e^{-a\omega}d\omega=r/(r^2+a^2)$ and $a=i(|t|-i\delta)$, this equals $1/\{4\pi^2[r^2-(|t|-i\delta)^2]\}$. Absorbing the overall minus sign into the denominator,
$$
\langle T A_\mu(x)A_\nu(0)\rangle=g_{\mu\nu}\Delta(x),\qquad
\Delta(x)=\frac{1}{4\pi^2(t^2-r^2-i\varepsilon)}.
$$
Applying $\Box=\partial_t^2-\nabla^2$ to the momentum integral multiplies it by $-k^2$, so $\Box\Delta=i\delta^4(x)$.

### (b) The propagator with the plane

At the surface of a perfect conductor the tangential electric field and the normal magnetic field vanish. These are the components $F_{ab}$ with $a,b\in\{0,1,2\}$, whose derivatives act along the plane. It is therefore sufficient to choose
$$
A_0=A_1=A_2=0\quad\text{at } z=0 .
$$
The Lorenz condition $\partial_0A_0-\partial_1A_1-\partial_2A_2-\partial_3A_3=0$ then requires $\partial_3A_3=0$ there, because the first three terms are derivatives along the plane of functions that vanish on it.

Let $R=\mathrm{diag}(1,1,1,-1)$ reflect the third coordinate, and write $\Delta=\Delta(x-x')$ and $\Delta_R=\Delta(x-Rx')$. They contain $(z-z')^2$ and $(z+z')^2$ respectively. At $z=0$ they are equal, while their $z$ derivatives are opposite. A difference thus satisfies the first condition and a sum the second:
$$
D_{00}=\Delta-\Delta_R,\qquad D_{11}=D_{22}=-(\Delta-\Delta_R),\qquad D_{33}=-(\Delta+\Delta_R),
$$
or, in one formula,
$$
D_{\mu\nu}(x,x')=g_{\mu\nu}\Delta(x-x')-(gR)_{\mu\nu}\Delta(x-Rx'),\qquad gR=\mathrm{diag}(1,-1,-1,1).
$$
The source of $\Delta_R$ is a delta function at $x=Rx'$, behind the surface, so $\Box D_{\mu\nu}=ig_{\mu\nu}\delta^4(x-x')$ holds in $z>0$. The light cone of the image point does enter this region; it carries the reflected signal.

It remains to check the gauge condition. For the direct term, $\partial^\mu g_{\mu\nu}\Delta=\partial_\nu\Delta=-\partial'_\nu\Delta$. For the reflected term, without summing over $\nu$,
$$
\partial^\mu(gR)_{\mu\nu}\Delta_R=R_{\nu\nu}\partial_\nu\Delta_R=-\partial'_\nu\Delta_R ,
$$
because $\Delta_R$ depends on $x-Rx'$. Hence
$$
\partial^\mu D_{\mu\nu}=-\partial'_\nu G,\qquad G=\Delta-\Delta_R .
$$
With $L_{\rm int}=-J^\mu A_\mu$, the vacuum-to-vacuum matrix element of the field in the presence of a classical current, divided by the vacuum amplitude, is $A_\mu(x)=-i\int d^4x'\,D_{\mu\nu}J^\nu(x')$, and $\Box A_\mu=J_\mu$. For a time-dependent current this quantity is in general complex. The real, causal field has the same image form with $-i\Delta$ replaced by the retarded Green function of $\Box$. The argument below applies to it unchanged, and for a static current the two coincide. Its divergence is
$$
\partial^\mu A_\mu=i\int d^4x'\,(\partial'_\nu G)J^\nu=-i\int d^4x'\,G\,\partial'_\nu J^\nu=0 .
$$
The surface term at $z'=0$ vanishes because $G=0$ there, and the last step is current conservation. The wave equation and the Lorenz condition together give Maxwell's equations.

The spatial components can be checked against the physical modes. Take two points on one normal to the plane, at heights $z_1,z_2$, with time difference $t=-i\tau$. Put $a=z_1-z_2$ and $b=z_1+z_2$. From $E_i=\partial_0A_i-\partial_iA_0$, the normal correlator is
$$
\langle E_zE_z\rangle=(\partial_t^2-\partial_z^2)(\Delta+\Delta_R)
=\frac{1}{\pi^2}\left[\frac{1}{(\tau^2+a^2)^2}+\frac{1}{(\tau^2+b^2)^2}\right],
$$
since $(\partial_t^2-\partial_a^2)(t^2-a^2)^{-1}=4(t^2-a^2)^{-2}$. In the mode description, TE waves have no normal electric field, and TM waves with normal wave number $p$ have the normal polarization component $\sqrt{1-p^2/\omega^2}$. With vacuum weight $\omega/2$ per mode,
$$
\langle E_zE_z\rangle=\int\frac{d^3k}{(2\pi)^3}\,\frac{\omega}{2}\left(1-\frac{p^2}{\omega^2}\right)2\cos(pz_1)\cos(pz_2)\,e^{-\omega\tau}.
$$
For $\tau=1.5$, $z_1=0.7$, $z_2=1.1$ in an arbitrary length unit $L$, the image tensor and the mode integral both give $0.020806\,L^{-4}$. The corresponding tangential correlator is $0.015735\,L^{-4}$ by both routes.

### (c) The energy of the static charge

The field is Gaussian, so the vacuum amplitude in the presence of a prescribed current is
$$
\left\langle T e^{-i\int J\cdot A}\right\rangle
=\exp\left[-\frac12\int d^4x\,d^4x'\,J^\mu(x)D_{\mu\nu}(x,x')J^\nu(x')\right].
$$
Over a long time $T$ it behaves as $e^{-iET}$, where $E$ is the energy shift caused by the current. For a charge at rest at $\mathbf r_0$, $J^0=Q\,\delta^3(\mathbf r-\mathbf r_0)$ and $\mathbf J=0$, so only $D_{00}$ enters. One time integral gives $T$. The reflected part of the integrand falls as $1/t^2$, so its end corrections grow no faster than $\ln T$ and drop out after division by $T$. Thus $-iE=-\tfrac12Q^2\int dt\,D_{00}$, or
$$
E=-\frac{i}{2}Q^2\int_{-\infty}^{\infty}dt\,D_{00}(t;\mathbf r_0,\mathbf r_0).
$$

For spatial separation $s$, the poles of $\Delta$ lie at $t=\pm(s+i\varepsilon')$. Closing the contour above encloses the pole near $+s$, with residue $1/(2s)$:
$$
\int_{-\infty}^{\infty}dt\,\Delta(t,s)=\frac{1}{4\pi^2}\,2\pi i\,\frac{1}{2s}=\frac{i}{4\pi s}.
$$

The direct term has $s\to0$. It is the divergent self-energy of a point charge in free space, is independent of $z$, and cancels in the energy relative to infinite distance. The reflected term has $s=2z$ and enters $D_{00}$ with a minus sign:
$$
E(z)=-\frac{i}{2}Q^2\left(-\frac{i}{4\pi\,(2z)}\right)=-\frac{Q^2}{16\pi z}.
$$
With $Q^2=e^2=4\pi\alpha$,
$$
\boxed{E(z)=-\frac{\alpha}{4z}}
$$
The energy is negative for either sign of the charge, because the induced charge always has the opposite sign.

### (d) Two checks and the factor one half

**Static modes.** The electrostatic energy is $\tfrac12Q^2G_s(\mathbf r_0,\mathbf r_0)$, where $-\nabla^2G_s=\delta^3$ and $G_s=0$ on the plane. Expanding in functions $\sin(pz)$, with wave vector $\mathbf k$ now parallel to the surface,
$$
G_s(\mathbf r_0,\mathbf r_0)=\int\frac{d^2k}{(2\pi)^2}\int_0^\infty dp\,\frac{2}{\pi}\,\frac{\sin^2(pz)}{k^2+p^2}.
$$
Write $\sin^2(pz)=\tfrac12[1-\cos(2pz)]$. The constant term is the free self-energy. For the other,
$$
-\frac1\pi\int_0^\infty dp\,\frac{\cos(2pz)}{k^2+p^2}=-\frac{e^{-2kz}}{2k},
$$
so that
$$
E=\frac{Q^2}{2}\int_0^\infty\frac{k\,dk}{2\pi}\left(-\frac{e^{-2kz}}{2k}\right)
=-\frac{Q^2}{8\pi}\,\frac{1}{2z}=-\frac{\alpha}{4z}.
$$
The factor $e^{-2kz}$ shows which surface wave numbers matter: those up to a few times $1/(2z)$, since $k<1/(2z)$ gives 63% of the energy and $k<3/(2z)$ gives 95%. The conductor must screen static fields perfectly at these wave numbers. The formula therefore fails when $z$ approaches the screening length or the atomic spacing of a real surface, and its divergence at $z\to0$ has no physical meaning.

**Mechanical work.** The potential of the charge and its image gives, at distance $\rho$ from the foot of the normal, the surface charge density
$$
\sigma(\rho)=E_z\big|_{\rm surface}=-\frac{Qz}{2\pi(\rho^2+z^2)^{3/2}},\qquad
\int_0^\infty2\pi\rho\,\sigma\,d\rho=-Q .
$$
The field pulls on the surface with tension $\sigma^2/2$. The total attraction is
$$
F=\int_0^\infty2\pi\rho\,\frac{\sigma^2}{2}\,d\rho
=\frac{Q^2z^2}{4\pi}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^3}
=\frac{Q^2z^2}{4\pi}\,\frac{1}{4z^4}=\frac{\alpha}{4z^2}.
$$
Taking the charge slowly to infinity costs $\int_z^\infty\alpha\,dz'/(4z'^2)=\alpha/(4z)$, in agreement with $E(z)$.

**The factor one half.** For two independent charges $Q_1,Q_2$ in free space, the quadratic exponent contains the cross term twice. The factor $\tfrac12$ is cancelled, and the energy is $Q_1Q_2/(4\pi s)$. For charges $\pm e$ at $s=2z$ this is $-\alpha/(2z)$. Near the plane there is one prescribed charge. The reflected term is its own field returned by the conductor, it occurs once, and the $\tfrac12$ remains. In mechanical terms, the image recedes as the charge is withdrawn.

### (e) Numbers, and a second charge

Restoring units, $\alpha\hbar c=1.440$ eV nm. At $z=10$ nm,
$$
E=-\frac{1.440\ \text{eV nm}}{4\times10\ \text{nm}}=-36.0\ \text{meV}=-5.77\times10^{-21}\ \text{J}.
$$
The attraction is $|E|/z=3.60$ meV/nm, or $0.577$ pN. Two real opposite charges $20$ nm apart would instead have $-72.0$ meV. The energy falls slowly with distance: at $100$ nm it is still $-3.6$ meV. The numerical output gives the energy at $10$ nm from the time integral, the static modes and the mechanical work.

These are values for an ideal surface and a charge held at rest. For a real metal, $z$ must be measured from an effective image plane whose position is set by the screening on the scale of $0.1$ nm, so at $10$ nm the third digit is not fixed: a sharp-edged Thomas-Fermi metal with screening length $0.05$ nm gives $-35.8$ meV, and an image plane $0.1$ nm further out gives $-36.4$ meV. A moving electron also has recoil and spin, and it probes the conductor at nonzero frequency; none of this is included.

Now let $Q_1$ and $Q_2$ both sit at height $z$, a lateral distance $d$ apart. Besides the two single-charge energies there is the cross term, with direct separation $d$ and reflected separation $\sqrt{d^2+4z^2}$:
$$
E_{12}=\frac{Q_1Q_2}{4\pi}\left[\frac1d-\frac{1}{\sqrt{d^2+4z^2}}\right].
$$
For $d\ll z$ the second term is negligible and the Coulomb law returns. For $d\gg z$, the expansion $(d^2+4z^2)^{-1/2}\simeq d^{-1}(1-2z^2/d^2)$ gives
$$
E_{12}\simeq\frac{Q_1Q_2}{4\pi}\,\frac{2z^2}{d^3}.
$$
The plane thus screens the interaction from $1/d$ to $1/d^3$: at large distance $Q_1$ and the charge it induces produce, in $z>0$, the potential of a dipole of moment $2Q_1z$ normal to the plane, which at the position of $Q_2$ is $2Q_1z^2/(4\pi d^3)$. The energy $E_{12}$ is $Q_2$ times this potential, half the energy of two real parallel dipoles $2Q_1z$ and $2Q_2z$ side by side.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
hbar c = 197.326980 eV nm
alpha hbar c = 1.439965 eV nm
Correlator check, arbitrary length unit L:
  imaginary time separation = 1.5 L
  heights = 0.7 L and 1.1 L
  normal E, images = 0.02080648 L^-4
  normal E, modes  = 0.02080648 L^-4
  tangential E, images = 0.01573469 L^-4
  tangential E, modes  = 0.01573469 L^-4
Worked example:
  distance z = 10.0 nm, distance to image = 20.0 nm
  time integral of Delta, imaginary part = 0.0039789 nm^-1
  1/(4 pi 2z) = 0.0039789 nm^-1
  energy, time integral = -35.9991 meV
  energy, static modes  = -35.9991 meV
  minus work to infinity = -35.9991 meV
  energy, -alpha/(4z)   = -35.9991 meV
  same energy = -5.7677e-21 J
  two real charges, -alpha/(2z) = -71.9982 meV
  induced charge / e = -1.000000
  attractive force = 3.59991 meV/nm
  same force = 0.5768 pN
Energy -alpha/(4z) at other distances:
  z = 5 nm: -71.9982 meV
  z = 20 nm: -17.9996 meV
  z = 50 nm: -7.1998 meV
  z = 100 nm: -3.5999 meV
```
